# The g factor of an axial dangling orbital with spin-orbit coupling: test program

```python
# RESULT UNDER TEST
# An unpaired electron in d = c_s s + c_p p_z, with spin-orbit coupling
# zeta l.s and Zeeman energy mu_B B.(l + g_e s), has to first order in zeta
#   g_par  = g_e
#   g_perp = g_e + 2 zeta c_p^2 (a_B^2/Delta_B - a_A^2/Delta_A).
# The next order along the axis is
#   g_par - g_e = c_p^2 zeta^2 (G1^2 - g_e G2),
#   Gk = a_A^2/Delta_A^k + a_B^2/(-Delta_B)^k.
# Symbols: a_B^2, a_A^2 = weights of p_x (or p_y) in the filled bonding level
# at -Delta_B and the empty antibonding level at +Delta_A; d lies at zero.
# h = c_p s - c_s p_z is the other on-site hybrid, filled, at -Delta_h.
# Neighbour orbitals t_x, t_y carry no orbital moment in this model.
# Energies are in eV, l and s are dimensionless.
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh

g_e = abs(constants.value("electron g factor"))
mu_B = constants.value("Bohr magneton") / constants.e      # eV/T
planck = constants.h / constants.e                         # eV s


def angular_momentum_matrices():
    """Matrices of l = -i r x grad in the basis s, px, py, pz, tx, ty."""
    x, y, z = sp.symbols("x y z", real=True)
    r = (x, y, z)
    radial = sp.exp(-(x**2 + y**2 + z**2))
    shapes = (sp.Integer(1), x, y, z)
    matrices = []
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        matrix = np.zeros((6, 6), complex)
        for column, shape in enumerate(shapes):
            f = shape * radial
            lf = -sp.I * (r[j] * sp.diff(f, r[k]) - r[k] * sp.diff(f, r[j]))
            image = sp.expand(sp.simplify(lf / radial))
            coeffs = [image.subs({x: 0, y: 0, z: 0})]
            coeffs += [sp.diff(image, v) for v in r]
            rebuilt = sum(c * b for c, b in zip(coeffs, shapes))
            assert sp.simplify(image - rebuilt) == 0
            matrix[:4, column] = [complex(c) for c in coeffs]
        matrices.append(matrix)
    return matrices


l_orb = angular_momentum_matrices()
spin = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]], complex) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]
L = [np.kron(m, np.eye(2)) for m in l_orb]
S = [np.kron(np.eye(6), m) for m in spin]
LS = sum(a @ b for a, b in zip(L, S))
moment = [a + g_e * b for a, b in zip(L, S)]

# l acting on p_z: l_x pz = -i py, l_y pz = i px, l_z pz = 0
assert np.allclose(l_orb[0][:, 3], [0, 0, -1j, 0, 0, 0])
assert np.allclose(l_orb[1][:, 3], [0, 1j, 0, 0, 0, 0])
assert np.allclose(l_orb[2][:, 3], 0)


def levels(cp2, aB2, gap_B, gap_A, gap_h):
    """Unperturbed orbitals (columns d, h, Bx, By, Ax, Ay) and energies."""
    cp, cs = np.sqrt(cp2), np.sqrt(1 - cp2)
    aB, aA = np.sqrt(aB2), np.sqrt(1 - aB2)
    C = np.array([[cs, 0, 0, cp, 0, 0], [cp, 0, 0, -cs, 0, 0],
                  [0, aB, 0, 0, aA, 0], [0, 0, aB, 0, 0, aA],
                  [0, -aA, 0, 0, aB, 0], [0, 0, -aA, 0, 0, aB]]).T
    return C, np.array([0, -gap_h, -gap_B, -gap_B, gap_A, gap_A], float)


def hamiltonian(zeta, params):
    C, energy = levels(*params)
    return np.kron(C @ np.diag(energy) @ C.T, np.eye(2)) + zeta * LS


def doublet_g(vectors, operator):
    """Zeeman splitting of a doublet divided by mu_B B."""
    return np.ptp(np.linalg.eigvalsh(vectors.conj().T @ operator @ vectors))


def one_electron_g(zeta, params):
    """g_par, g_perp and minority-spin weight of the half-filled doublet."""
    _, v = np.linalg.eigh(hamiltonian(zeta, params))
    v = v[:, 6:8]                      # six spin orbitals lie below d
    weight = 0.5 - np.ptp(np.linalg.eigvalsh(v.conj().T @ S[2] @ v)) / 2
    return doublet_g(v, moment[2]), doublet_g(v, moment[0]), weight


determinants = [sum(1 << q for q in c) for c in combinations(range(12), 7)]
position = {det: n for n, det in enumerate(determinants)}


def many_body(operator):
    """Matrix of a one-body operator in the seven-electron determinants."""
    result = np.zeros((len(determinants),) * 2, complex)
    targets = [np.flatnonzero(np.abs(operator[:, q]) > 1e-14).tolist()
               for q in range(12)]
    for column, det in enumerate(determinants):
        for q in range(12):
            if not det >> q & 1:
                continue
            rest = det ^ (1 << q)
            swaps_q = bin(det & ((1 << q) - 1)).count("1")
            for p in targets[q]:
                if rest >> p & 1:
                    continue
                swaps = swaps_q + bin(rest & ((1 << p) - 1)).count("1")
                row = position[rest | (1 << p)]
                result[row, column] += (-1) ** swaps * operator[p, q]
    return result


many_moment_z, many_moment_x = many_body(moment[2]), many_body(moment[0])


def seven_electron_g(zeta, params):
    e, v = eigh(many_body(hamiltonian(zeta, params)), subset_by_index=[0, 2])
    assert abs(e[1] - e[0]) < 1e-10 and e[2] - e[1] > 0.5
    v = v[:, :2]
    return doublet_g(v, many_moment_z), doublet_g(v, many_moment_x)


def perturbation_tensor(zeta, params):
    """Explicit second-order sum over all unperturbed levels."""
    C, energy = levels(*params)
    elements = [C.T @ m @ C for m in l_orb]
    return np.array([[g_e * (i == j) - 2 * zeta * sum(
        (elements[i][0, n] * elements[j][n, 0]).real / energy[n]
        for n in range(1, 6)) for j in range(3)] for i in range(3)])


def perp_parts(zeta, params):
    cp2, aB2, gap_B, gap_A, _ = params
    return 2 * zeta * cp2 * aB2 / gap_B, -2 * zeta * cp2 * (1 - aB2) / gap_A


def par_next_order(zeta, params):
    cp2, aB2, gap_B, gap_A, _ = params
    G1 = (1 - aB2) / gap_A - aB2 / gap_B
    G2 = (1 - aB2) / gap_A**2 + aB2 / gap_B**2
    return cp2 * zeta**2 * (G1**2 - g_e * G2), G1, G2


# Worked example
zeta, cp2, aB2, gap_B, gap_A, gap_h = 0.02, 0.8, 0.7, 4.0, 5.0, 8.0
params = (cp2, aB2, gap_B, gap_A, gap_h)
filled, empty = perp_parts(zeta, params)
g_perp_pt = g_e + filled + empty
par_shift_pt, G1, G2 = par_next_order(zeta, params)
g_par, g_perp, weight = one_electron_g(zeta, params)

# Closed formula against the explicit sum over levels
assert np.allclose(perturbation_tensor(zeta, params),
                   np.diag([g_perp_pt, g_perp_pt, g_e]), atol=1e-13)

# Filled pairs cancel: seven electrons give the one-electron g factors
g_par_7, g_perp_7 = seven_electron_g(zeta, params)
assert abs(g_par_7 - g_par) < 1e-9 and abs(g_perp_7 - g_perp) < 1e-9

# Remaining errors scale as zeta^2 (perpendicular) and zeta^3 (parallel)
g_par_half, g_perp_half, _ = one_electron_g(zeta / 2, params)
err_perp = g_perp - g_perp_pt
err_perp_half = g_perp_half - g_e - sum(perp_parts(zeta / 2, params))
err_par = g_par - g_e - par_shift_pt
err_par_half = g_par_half - g_e - par_next_order(zeta / 2, params)[0]
ratio_perp, ratio_par = err_perp / err_perp_half, err_par / err_par_half
assert abs(err_perp) < 1e-4
assert abs(ratio_perp - 4) < 0.15 and abs(ratio_par - 8) < 0.4

# p_x, p_y wholly in filled levels raise g_perp, wholly in empty ones lower it
only_filled = (cp2, 1.0, gap_B, gap_A, gap_h)
only_empty = (cp2, 0.0, gap_B, gap_A, gap_h)
shift_filled = seven_electron_g(zeta, only_filled)[1] - g_e
shift_empty = seven_electron_g(zeta, only_empty)[1] - g_e
assert shift_filled > 0 > shift_empty
assert abs(shift_filled - sum(perp_parts(zeta, only_filled))) < 1e-4
assert abs(shift_empty - sum(perp_parts(zeta, only_empty))) < 1e-4

# Balance of the two contributions
aB2_balance = gap_B / (gap_A + gap_B)
balanced = (cp2, aB2_balance, gap_B, gap_A, gap_h)
shift_balance = one_electron_g(zeta, balanced)[1] - g_e
assert abs(shift_balance) < 1e-4

# Upper bound on g_par for random levels and strong coupling
rng = np.random.default_rng(5)
for _ in range(200):
    trial = (rng.uniform(0.2, 0.95), rng.uniform(0.05, 0.95),
             *rng.uniform(2, 8, 3))
    gp, _, w = one_electron_g(rng.uniform(0.05, 0.5), trial)
    assert w > 0 and gp <= g_e - 2 * w * (g_e - 1) + 1e-11

# Angular law from level splittings in a finite field
field, tilt = 0.34, np.radians(40)
direction = np.sin(tilt) * moment[0] + np.cos(tilt) * moment[2]
e = np.linalg.eigvalsh(hamiltonian(zeta, params) + mu_B * field * direction)
g_tilt = (e[7] - e[6]) / (mu_B * field)
g_tilt_law = np.hypot(g_par * np.cos(tilt), g_perp * np.sin(tilt))
assert abs(g_tilt - g_tilt_law) < 1e-8

frequency = 9.5e9
B_par = 1e3 * planck * frequency / (g_par * mu_B)
B_perp = 1e3 * planck * frequency / (g_perp * mu_B)

print(f"free-electron g_e                        {g_e:.7f}")
print(f"spin-orbit constant zeta                 {zeta:.3f} eV")
print(f"p weight of d, c_p^2                     {cp2:.2f}")
print(f"bonding weight a_B^2                     {aB2:.2f}")
print(f"antibonding weight a_A^2                 {1 - aB2:.2f}")
print(f"gap to filled bonding level Delta_B      {gap_B:.1f} eV")
print(f"gap to empty antibonding level Delta_A   {gap_A:.1f} eV")
print(f"depth of other hybrid Delta_h            {gap_h:.1f} eV")
print(f"G1                                       {G1:.5f} 1/eV")
print(f"G2                                       {G2:.5f} 1/eV^2")
print(f"g_perp shift from filled levels          {filled:+.6f}")
print(f"g_perp shift from empty levels           {empty:+.6f}")
print(f"g_perp shift, second-order sum           {filled + empty:+.6f}")
print(f"g_perp, second-order sum                 {g_perp_pt:.6f}")
print(f"g_perp, one-electron diagonalization     {g_perp:.6f}")
print(f"g_perp, seven-electron diagonalization   {g_perp_7:.6f}")
print(f"g_perp, diagonalization minus sum        {err_perp:+.2e}")
print(f"g_par shift, order zeta^2 formula        {par_shift_pt:+.4e}")
print(f"g_par shift, diagonalization             {g_par - g_e:+.4e}")
print(f"g_par, one-electron diagonalization      {g_par:.7f}")
print(f"g_par, seven-electron diagonalization    {g_par_7:.7f}")
print(f"minority-spin weight w                   {weight:.3e}")
print(f"upper bound on g_par shift               "
      f"{-2 * weight * (g_e - 1):+.4e}")
print(f"error ratio on halving zeta, g_perp      {ratio_perp:.3f}")
print(f"error ratio on halving zeta, g_par       {ratio_par:.3f}")
print(f"g_perp shift, a_B^2 = 1, seven electrons {shift_filled:+.6f}")
print(f"g_perp shift, a_B^2 = 0, seven electrons {shift_empty:+.6f}")
print(f"a_B^2 at balance                         {aB2_balance:.4f}")
print(f"g_perp shift left at balance             {shift_balance:+.2e}")
print(f"tilt angle of field                      {np.degrees(tilt):.0f} deg")
print(f"field used for tilted splitting          {field:.2f} T")
print(f"g at tilt, from level splitting          {g_tilt:.6f}")
print(f"g at tilt, from angular law              {g_tilt_law:.6f}")
print(f"microwave frequency                      {frequency / 1e9:.1f} GHz")
print(f"resonance field along axis               {B_par:.3f} mT")
print(f"resonance field perpendicular to axis    {B_perp:.3f} mT")
print(f"difference of resonance fields           {B_par - B_perp:.3f} mT")
print("verified")
```

Output:

```
free-electron g_e                        2.0023193
spin-orbit constant zeta                 0.020 eV
p weight of d, c_p^2                     0.80
bonding weight a_B^2                     0.70
antibonding weight a_A^2                 0.30
gap to filled bonding level Delta_B      4.0 eV
gap to empty antibonding level Delta_A   5.0 eV
depth of other hybrid Delta_h            8.0 eV
G1                                       -0.11500 1/eV
G2                                       0.05575 1/eV^2
g_perp shift from filled levels          +0.005600
g_perp shift from empty levels           -0.001920
g_perp shift, second-order sum           +0.003680
g_perp, second-order sum                 2.005999
g_perp, one-electron diagonalization     2.005977
g_perp, seven-electron diagonalization   2.005977
g_perp, diagonalization minus sum        -2.21e-05
g_par shift, order zeta^2 formula        -3.1489e-05
g_par shift, diagonalization             -3.1417e-05
g_par, one-electron diagonalization      2.0022879
g_par, seven-electron diagonalization    2.0022879
minority-spin weight w                   8.899e-06
upper bound on g_par shift               -1.7840e-05
error ratio on halving zeta, g_perp      4.001
error ratio on halving zeta, g_par       8.013
g_perp shift, a_B^2 = 1, seven electrons +0.007960
g_perp shift, a_B^2 = 0, seven electrons -0.006426
a_B^2 at balance                         0.4444
g_perp shift left at balance             -1.60e-05
tilt angle of field                      40 deg
field used for tilted splitting          0.34 T
g at tilt, from level splitting          2.003813
g at tilt, from angular law              2.003813
microwave frequency                      9.5 GHz
resonance field along axis               338.989 mT
resonance field perpendicular to axis    338.366 mT
difference of resonance fields           0.623 mT
verified
```
